# Slater-Koster entries for s and p orbitals from along-bond and across-bond components: verification in Python

```python
"""
Result under test: Slater-Koster table for s and p orbitals.
d = (l, m, n) is the unit vector from atom 1 (left orbital) to atom 2 (right).
  <s|H|p_i>   = d_i V_sp        <p_i|H|s> = d_i V_ps
  <p_i|H|p_i> = d_i^2 V_sigma + (1 - d_i^2) V_pi
  <p_i|H|p_j> = d_i d_j (V_sigma - V_pi)   for i != j
The V's are integrals computed with the bond along z. The table is compared
with integrals computed directly for tilted bonds between two sulfur atoms.
H is the Fock operator of superposed spherical atomic density matrices.
Energies are in eV, lengths in angstrom.
"""
import numpy as np
from scipy.linalg import eigh, block_diag
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10
TOL = 1e-6
DISTANCE = 2.0


def make_molecule(positions):
    atoms = [["S", tuple(np.asarray(p, float) / BOHR_ANG)] for p in positions]
    return gto.M(atom=atoms, unit="Bohr", basis="6-31g", verbose=0)


# Spherical sulfur atom: 1s2 2s2 2p6 3s2 3p4, with 4/3 electron per 3p orbital
atom = make_molecule([(0, 0, 0)])
n_ao = atom.nao_nr()
occupation = np.zeros(n_ao)
occupation[:6] = 2.0
occupation[6:9] = 4.0 / 3.0
atom_scf = scf.RHF(atom)
atom_scf.get_occ = lambda mo_energy=None, mo_coeff=None: occupation
atom_scf.conv_tol = 1e-12
atom_scf.kernel()
assert atom_scf.converged
atom_density = np.asarray(atom_scf.make_rdm1())
atom_fock = atom_scf.get_hcore() + np.asarray(
    atom_scf.get_veff(atom, atom_density))
atom_overlap = atom.intor("int1e_ovlp")

labels = atom.ao_labels(fmt=False)
s_index = [i for i, lab in enumerate(labels) if lab[2].endswith("s")]
p_index = [[i for i, lab in enumerate(labels)
            if lab[2].endswith("p") and lab[3] == axis] for axis in "xyz"]

# The atomic density must be spherical: equal p blocks, no s-p mixing
p_blocks = [atom_density[np.ix_(k, k)] for k in p_index]
assert np.allclose(p_blocks[0], p_blocks[1], atol=1e-7)
assert np.allclose(p_blocks[0], p_blocks[2], atol=1e-7)
assert np.allclose(atom_density[np.ix_(s_index, p_index[2])], 0, atol=1e-7)


def atomic_shell(s_level, p_level, radius):
    """Columns s, px, py, pz; outer lobes positive at radius (bohr) on +x."""
    values = atom.eval_gto("GTOval_sph", np.array([[radius, 0.0, 0.0]]))[0]
    e_s, c_s = eigh(atom_fock[np.ix_(s_index, s_index)],
                    atom_overlap[np.ix_(s_index, s_index)])
    px = p_index[0]
    e_p, c_p = eigh(atom_fock[np.ix_(px, px)], atom_overlap[np.ix_(px, px)])
    s_vec, p_vec = c_s[:, s_level], c_p[:, p_level]
    s_vec = s_vec * np.sign(values[s_index] @ s_vec)
    p_vec = p_vec * np.sign(values[px] @ p_vec)
    columns = np.zeros((n_ao, 4))
    columns[s_index, 0] = s_vec
    for axis in range(3):
        columns[p_index[axis], axis + 1] = p_vec
    return columns, e_s[s_level] * HARTREE_EV, e_p[p_level] * HARTREE_EV


valence, energy_3s, energy_3p = atomic_shell(2, 1, 3.0)
inner, energy_2s, energy_2p = atomic_shell(1, 0, 0.4)


def fock_and_overlap(positions):
    mol = make_molecule(positions)
    density = block_diag(*[atom_density] * len(positions))
    solver = scf.RHF(mol)
    fock = solver.get_hcore() + np.asarray(solver.get_veff(mol, density))
    return fock * HARTREE_EV, mol.intor("int1e_ovlp")


def pair_block(matrix, left, right):
    return left.T @ matrix[:n_ao, n_ao:2 * n_ao] @ right


def bond_integrals(block):
    """Read ss, sp, ps, sigma, pi for a bond along z; test selection rules."""
    allowed = np.zeros((4, 4), bool)
    for i, j in [(0, 0), (0, 3), (3, 0), (3, 3), (1, 1), (2, 2)]:
        allowed[i, j] = True
    assert np.max(np.abs(block[~allowed])) < TOL
    assert abs(block[1, 1] - block[2, 2]) < TOL
    return block[0, 0], block[0, 3], block[3, 0], block[3, 3], block[1, 1]


def slater_koster(d, integrals):
    v_ss, v_sp, v_ps, v_sigma, v_pi = integrals
    table = np.zeros((4, 4))
    table[0, 0] = v_ss
    for i in range(3):
        table[0, i + 1] = d[i] * v_sp
        table[i + 1, 0] = d[i] * v_ps
        for j in range(3):
            if i == j:
                entry = d[i]**2 * v_sigma + (1 - d[i]**2) * v_pi
            else:
                entry = d[i] * d[j] * (v_sigma - v_pi)
            table[i + 1, j + 1] = entry
    return table


# Bond integrals, with the bond along z
fock_z, overlap_z = fock_and_overlap([(0, 0, 0), (0, 0, DISTANCE)])
V = bond_integrals(pair_block(fock_z, valence, valence))
S = bond_integrals(pair_block(overlap_z, valence, valence))
U = bond_integrals(pair_block(fock_z, valence, inner))
assert abs(V[2] + V[1]) < TOL      # identical atoms and orbitals
assert abs(U[2] + U[1]) > 0.01     # unlike orbitals: no such relation

# Direct integrals for tilted bonds against the table
main_direction = np.array([2.0, 3.0, 6.0]) / 7
directions = [main_direction, -main_direction, np.array([3.0, -6.0, 2.0]) / 7]
direct_blocks = []
error_h = error_s = error_unlike = 0.0
for d in directions:
    fock, overlap = fock_and_overlap([(0, 0, 0), DISTANCE * d])
    h_direct = pair_block(fock, valence, valence)
    s_direct = pair_block(overlap, valence, valence)
    u_direct = pair_block(fock, valence, inner)
    direct_blocks.append(h_direct)
    error_h = max(error_h, np.max(np.abs(h_direct - slater_koster(d, V))))
    error_s = max(error_s, np.max(np.abs(s_direct - slater_koster(d, S))))
    error_unlike = max(error_unlike,
                       np.max(np.abs(u_direct - slater_koster(d, U))))
assert error_h < TOL and error_s < TOL and error_unlike < TOL

# Bond reversal: s-p entries change sign, p-p entries do not
H = direct_blocks[0]
H_reversed = direct_blocks[1]
assert np.allclose(H_reversed[0, 1:], -H[0, 1:], atol=TOL)
assert np.allclose(H_reversed[1:, 1:], H[1:, 1:], atol=TOL)

# Separate along-bond and across-bond parts of the direct p-p integrals
pp = H[1:, 1:]
l, m, n = main_direction
along = np.outer(main_direction, main_direction)   # row i: d_i d
across = np.eye(3) - along                         # row i: e_i - d_i d
along_part = along @ pp @ along.T
across_part = across @ pp @ across.T
cross_part = along @ pp @ across.T
assert np.max(np.abs(cross_part)) < TOL
assert abs(along_part[0, 0] - l**2 * V[3]) < TOL
assert abs(across_part[0, 0] - (1 - l**2) * V[4]) < TOL
assert abs(along_part[0, 1] - l * m * V[3]) < TOL
assert abs(across_part[0, 1] + l * m * V[4]) < TOL
assert abs(np.trace(pp) - V[3] - 2 * V[4]) < TOL

# A third atom off the axis removes the axial symmetry of H
third_position = (DISTANCE, 0, DISTANCE)
fock_3, overlap_3 = fock_and_overlap(
    [(0, 0, 0), (0, 0, DISTANCE), third_position])
H3 = pair_block(fock_3, valence, valence)
assert abs(H3[3, 1]) > 0.05
assert abs(H3[1, 1] - H3[2, 2]) > 0.01
assert np.allclose(pair_block(overlap_3, valence, valence),
                   pair_block(overlap_z, valence, valence), atol=TOL)

print(f"S-S distance: {DISTANCE:.2f} angstrom")
print(f"atomic 3s level: {energy_3s:.4f} eV")
print(f"atomic 3p level: {energy_3p:.4f} eV")
names = ["ss-sigma", "sp-sigma", "ps-sigma", "pp-sigma", "pp-pi"]
for name, value in zip(names, V):
    print(f"V {name}: {value:.4f} eV")
for name, value in zip(names, S):
    print(f"overlap {name}: {value:.5f} (no unit)")
print(f"direction cosines l, m, n: {l:.6f}, {m:.6f}, {n:.6f} (no unit)")
print(f"l^2: {l**2:.6f}, 1-l^2: {1-l**2:.6f}, lm: {l*m:.6f} (no unit)")
orbital_names = ["s", "x", "y", "z"]
for i in range(4):
    row = ", ".join(f"{value:.4f}" for value in H[i])
    print(f"direct H, row {orbital_names[i]}, columns s,x,y,z: {row} eV")
table_main = slater_koster(main_direction, V)
print(f"table s-x: {table_main[0, 1]:.4f} eV")
print(f"table x-s: {table_main[1, 0]:.4f} eV")
print(f"table x-x: {table_main[1, 1]:.4f} eV")
print(f"table x-y: {table_main[1, 2]:.4f} eV")
print(f"x-x along part: {along_part[0, 0]:.4f} eV")
print(f"x-x across part: {across_part[0, 0]:.4f} eV")
print(f"x-y along part: {along_part[0, 1]:.4f} eV")
print(f"x-y across part: {across_part[0, 1]:.4f} eV")
print(f"trace of direct p-p block: {np.trace(pp):.4f} eV")
print(f"largest H difference, 3 directions: {error_h:.1e} eV")
print(f"largest overlap difference, 3 directions: {error_s:.1e} (no unit)")
print(f"unlike orbitals, V sp (3s left, 2p right): {U[1]:.4f} eV")
print(f"unlike orbitals, V ps (3p left, 2s right): {U[2]:.4f} eV")
print(f"unlike orbitals, largest H difference: {error_unlike:.1e} eV")
print("third atom position, bond along z: "
      + ", ".join(f"{x:.1f}" for x in third_position) + " angstrom")
print(f"with third atom, p_z(1)-p_x(2): {H3[3, 1]:.4f} eV")
print(f"with third atom, p_x(1)-p_x(2): {H3[1, 1]:.4f} eV")
print(f"with third atom, p_y(1)-p_y(2): {H3[2, 2]:.4f} eV")
print("all tests passed")
```

It prints:

```
S-S distance: 2.00 angstrom
atomic 3s level: -24.6088 eV
atomic 3p level: -8.2215 eV
V ss-sigma: -10.1735 eV
V sp-sigma: 13.3515 eV
V ps-sigma: -13.3515 eV
V pp-sigma: 9.4150 eV
V pp-pi: -4.7063 eV
overlap ss-sigma: 0.20809 (no unit)
overlap sp-sigma: -0.35169 (no unit)
overlap ps-sigma: 0.35169 (no unit)
overlap pp-sigma: -0.33262 (no unit)
overlap pp-pi: 0.21824 (no unit)
direction cosines l, m, n: 0.285714, 0.428571, 0.857143 (no unit)
l^2: 0.081633, 1-l^2: 0.918367, lm: 0.122449 (no unit)
direct H, row s, columns s,x,y,z: -10.1735, 3.8147, 5.7221, 11.4441 eV
direct H, row x, columns s,x,y,z: -3.8147, -3.5535, 1.7291, 3.4583 eV
direct H, row y, columns s,x,y,z: -5.7221, 1.7291, -2.1126, 5.1874 eV
direct H, row z, columns s,x,y,z: -11.4441, 3.4583, 5.1874, 5.6685 eV
table s-x: 3.8147 eV
table x-s: -3.8147 eV
table x-x: -3.5535 eV
table x-y: 1.7291 eV
x-x along part: 0.7686 eV
x-x across part: -4.3221 eV
x-y along part: 1.1529 eV
x-y across part: 0.5763 eV
trace of direct p-p block: 0.0024 eV
largest H difference, 3 directions: 4.6e-14 eV
largest overlap difference, 3 directions: 1.1e-16 (no unit)
unlike orbitals, V sp (3s left, 2p right): 2.6196 eV
unlike orbitals, V ps (3p left, 2s right): -18.4371 eV
unlike orbitals, largest H difference: 7.1e-15 eV
third atom position, bond along z: 2.0, 0.0, 2.0 angstrom
with third atom, p_z(1)-p_x(2): -1.7106 eV
with third atom, p_x(1)-p_x(2): -6.0905 eV
with third atom, p_y(1)-p_y(2): -4.9059 eV
all tests passed
```
